# Why Trapped Interface Charge Usually Stabilizes a Stored Ferroelectric State

Anyone who calculates the read or rewrite margin of a hafnia memory capacitor must decide what to do with the interface charge when the polarization reverses: update it, or leave it as it was during storage. With the round parameters and the 200-unit model used below, updating it gives switching voltages of $-1.285$ and $+1.285$ V. Leaving it in place gives $-1.510$ and $+1.060$ V. The second choice describes imprint, and it is right when the charge is slower than the pulse.

Charge gathers beside a dielectric interlayer because the stored polarization creates a field there that attracts compensating charge. This charge weakens the depolarizing field of the stored state. When a pulse reverses the polarization and the charge stays behind, it pushes the polarization back towards its old direction.

## Fields in the two layers

Take a ferroelectric of thickness $t_f$ and an interlayer of thickness $t_d$ between two electrodes. The coordinate $x$ runs from the ferroelectric to the interlayer, and fields are positive along $x$. The voltage $V$ is the potential of the ferroelectric-side electrode minus that of the interlayer-side electrode. The stored state has polarization $P>0$, pointing at the interlayer, and the interface carries a trapped charge $\sigma$ per area. The layers are laterally uniform, and the electrodes are at first ideal metals with equal work functions.

Gauss's law at the interface says that the displacement rises by $\sigma$:

$$\epsilon_0\epsilon_d E_d-(\epsilon_0\epsilon_f E_f+P)=\sigma .$$

The voltage drops add up to $V$:

$$t_fE_f+t_dE_d=V .$$

Define the capacitances per area $c_f=\epsilon_0\epsilon_f/t_f$, $c_d=\epsilon_0\epsilon_d/t_d$ and $C=c_f+c_d$. The second equation gives $E_d=(V-t_fE_f)/t_d$. Put this into the first, using $\epsilon_0\epsilon_f=c_ft_f$:

$$c_dV-c_dt_fE_f-c_ft_fE_f=P+\sigma .$$

The two terms in $E_f$ combine to $-Ct_fE_f$, so

$$E_f=\frac{c_dV-P-\sigma}{t_fC}.$$

The interlayer takes the rest of the voltage:

$$t_dE_d=V-\frac{c_dV-P-\sigma}{C}=\frac{c_fV+P+\sigma}{C}.$$

At $V=0$ and $\sigma=0$, $E_f$ is negative: it opposes $P$ and is the depolarizing field. $E_d$ is positive.

## Why the charge has the compensating sign

A positive $E_d$ makes the interface more positive in potential than the nearby electrode, by $t_dE_d$. Relative to that electrode, the electrostatic energy of an electron at the interface is $-e\,t_dE_d$, which is negative. Electrons in the interlayer are therefore driven to the interface. In the ferroelectric the field is reversed, but the electrons there come from the other side, so they too are driven to the interface.

This does not depend on a particular conduction law. Let $J_f$ and $J_d$ be the current densities along $x$. Charge enters the interface through the ferroelectric and leaves through the interlayer:

$$\frac{d\sigma}{dt}=J_f-J_d .$$

Hold $P$ fixed, set $V=0$, and write $q=P+\sigma$ for the uncompensated charge. Then $q=-t_fCE_f=t_dCE_d$, and

$$\frac{d}{dt}\frac{q^2}{2}=q(J_f-J_d)=-C\,(t_fE_fJ_f+t_dE_dJ_d).$$

In a passive layer current flows down the potential, so $EJ\ge0$ and the right side cannot be positive. The magnitude of $q$ can only fall. If at least one layer conducts at every nonzero field, it falls towards zero and $\sigma$ tends to $-P$. An interface that starts neutral thus collects negative charge beside a positive $P$. Storing the opposite state reverses all the signs.

This end point assumes that the interface can hold the charge. A limited number of traps, or trap levels at unsuitable energies, stops the process earlier. Describe the result by a compensated fraction $\theta$, with $\sigma=-\theta P$ and $0<\theta<1$. At $V=0$,

$$E_f=-\frac{(1-\theta)P}{t_fC}.$$

The depolarizing field is smaller by the factor $1-\theta$. This is the first half of the stabilization.

## Why the same charge opposes reversal

Now let a pulse turn $P$ into $-P$ while $\sigma=-\theta P$ stays. Back at $V=0$, the field is

$$E_f=\frac{-(-P)+\theta P}{t_fC}=\frac{(1+\theta)P}{t_fC}.$$

It points along the old polarization. Without trapped charge the factor would be 1, so the old charge adds to the depolarizing field of the new state.

The effect on the whole switching loop follows from rewriting the field:

$$E_f=\frac{c_d\,(V-\sigma/c_d)-P}{t_fC}.$$

A fixed $\sigma$ acts as a change of the applied voltage. If the polarization responds to the history of $E_f$ alone, the loop keeps its shape and moves by

$$\Delta V=\frac{\sigma}{c_d}=\frac{\sigma t_d}{\epsilon_0\epsilon_d}.$$

For $P>0$ and compensating charge this is negative. The negative voltage needed to reverse the stored state grows in magnitude, and the positive voltage needed to write it again shrinks.

## How large the effect is

The example has a 10 nm ferroelectric with $\epsilon_f=30$ and a 1 nm interlayer with $\epsilon_d=40$. The saturated polarization is 20 μC/cm², and the trapped charge is $-8$ μC/cm², so $\theta=0.40$. The capacitances are $c_f=2.66$ and $c_d=35.42$ μF/cm², with sum $C=38.07$ μF/cm² (added before rounding).

Without trapped charge the ferroelectric carries $-20/38.07=-0.525$ V. Over 10 nm this is $-0.525$ MV/cm. The interlayer carries the opposite voltage over 1 nm, which is 5.25 MV/cm. With the charge present, the numerator falls from 20 to 12 μC/cm² and the depolarizing field to $-0.315$ MV/cm. After reversal with the old charge, the numerator is 28 μC/cm² and the field is $+0.735$ MV/cm, against $+0.525$ MV/cm without charge.

The loop shift is $-8/35.42=-0.226$ V. To compare it with the switching voltage, set $P=0$ and $E_f=-E_c$, where $E_c=1.20$ MV/cm is the mean coercive field:

$$V=-\frac{E_ct_fC}{c_d}+\frac{\sigma}{c_d}.$$

The first term is $-1.20\ \text{V}\times38.07/35.42=-1.290$ V. The shift is therefore about a sixth of the coercive voltage.

A polycrystalline film switches over a range of fields. This was represented by 200 units with normally distributed coercive fields, of mean 1.20 and standard deviation 0.40 MV/cm. Switching one unit changes $P$ by 0.2 μC/cm², which limits the resolution of the polarizations given below. All units feel the same average $E_f$, and each switches when the field passes its own limit. The voltage was swept in steps of 0.005 V. Both coercive voltages moved by $-0.225$ V when the charge was fixed, which agrees with $\sigma/c_d$ within one step. The finite number of units and the voltage step together make the coercive voltages about 0.005 V too small in magnitude: a continuous distribution gives $\pm1.290$ V without charge, and $-1.516$ and $+1.064$ V with it.

The same ensemble shows what the shift means for a stored bit. After writing at 3.5 V without trapped charge and returning to 0 V, $P$ is 18.4 μC/cm², because the depolarizing field has already switched back the weakest units. The capacitor then receives a disturb voltage of $-0.8$ V and returns to 0 V:

- with no trapped charge, 8.6 μC/cm² remains;
- with $-8$ μC/cm², 12.2 μC/cm² remains;
- with $+8$ μC/cm², the wrong sign, 4.8 μC/cm² remains.

Adding the compensating charge at 0 V, before any disturb, left $P$ at 18.4 μC/cm². The charge protects polarization that is still there and does not restore what was lost: the remaining field still points against $P$, so it cannot switch the lost units forward again.

The opposite state pays for this protection. After a full reversal at $-3.5$ V and return to 0 V, the polarization is $-18.4$ μC/cm² without trapped charge and $-16.6$ μC/cm² with the old charge in place. These are quasi-static results. The ensemble has no thermally activated switching, so it gives no loss over months or years.

## Why the charge remains, and for how long

During storage the charge need not be held against the field. As long as $\theta<1$, the interlayer field still attracts it: the electron energy at the interface is lowered by 0.315 eV in the example. After reversal with the old charge, it is raised by 0.735 eV and the field expels the electrons.

These two numbers indicate which traps take part. They hold for the saturated polarization; with the polarization that remains in the ensemble they are about 0.04 and 0.09 eV smaller. Let a trap level lie at energy $u$ relative to the electrode Fermi level when the interlayer field is zero. Ignoring thermal smearing, it is filled during storage if $u-0.315\ \text{eV}<0$, and it tends to empty after reversal if $u+0.735\ \text{eV}>0$. Levels between $-0.735$ and $+0.315$ eV are therefore filled during storage and start to empty after reversal, with a delay. As they empty, the field that expels the electrons weakens, so the deepest of them can stay filled or fill again. Levels below $-0.735$ eV stay filled in both states at 0 V. The reversing pulse lifts the levels further: at $-3.5$ V by 0.98 eV above their zero-field energy if all the old charge is still present, and by 0.77 eV if all of it has left. Levels below $-0.98$ eV therefore stay filled throughout even if they respond fast, and levels between $-0.98$ and $-0.77$ eV can do so once shallower traps have emptied. Levels above $-0.77$ eV act as fixed charge through the whole pulse only if they are too slow to empty.

The delay is therefore decisive. To oppose reversal, the charge must last until the polarization switches. To keep its full effect through the whole pulse, it must stay much longer than the pulse. If the new state is then kept for long enough, the charge adapts and the old imprint weakens. It changes sides only if the interface can also become positive. Electron traps that are neutral when empty cannot do this alone.

Tunnelling is the main threat to this premise. Let $\phi$ be the trap depth below the conduction band of the interlayer, and $U$ the voltage across the interlayer that expels the electron. For a mass $m$ and an attempt rate $\nu$, the semiclassical escape time is

$$t_{\rm tun}=\frac1\nu\exp\left[\frac{2}{\hbar}\int_0^{t_d}\sqrt{2m\,(\phi-eUx/t_d)}\;dx\right],\qquad eU\le\phi .$$

At the end of the $-3.5$ V pulse the interlayer field is $-9.80$ MV/cm, so $U=0.98$ V. With the rough values $\phi=1.0$ eV, $m$ equal to the free-electron mass and $\nu=10^{13}$ s⁻¹, the time is of the order of 0.1 ns. With these values, a trap that exchanges electrons elastically would empty long before a 1 μs pulse ends, and it would cause no imprint. Fast traps that can hold only electrons may still shift the loop, but by the same amount whichever state was stored. The time grows exponentially with the square root of the mass and also rises steeply with trap depth, so a sufficiently deep trap with a heavier mass can outlast the pulse: a depth of 2.0 eV and two electron masses give about 5 μs.

Charge can stay if the atoms around the trap must rearrange before the electron leaves. A lattice barrier $E_b$ lengthens the time by $\exp(E_b/kT)$. Setting the product equal to the pulse length $t_p$ gives

$$E_b=kT\ln\frac{t_p}{t_{\rm tun}} .$$

This is about 0.24 eV at 300 K and 0.28 eV at 358 K (85 °C). At that value the residence time merely equals the pulse length. A tenfold longer residence at 300 K needs a further $kT\ln10\approx0.06$ eV. Whether a given trap has such a barrier is a material question that the model does not answer.

Thermal emission over the full 1.0 eV, estimated as $\nu^{-1}\exp(\phi/kT)$ without lowering by the field, takes roughly 6000 s at 300 K and 12 s at 358 K. On this estimate it is too slow to matter during the pulse, but it can let the charge adapt during a long hold in the reversed state, much sooner when hot. The real time can be far shorter. The field lowers the barrier of a trap that is positive when empty, and with the rough values above, tunnelling empties the trap first unless the lattice barrier exceeds about 0.8 eV at 300 K. With a barrier of 0.5 eV, the charge would leave the reversed state at 0 V in about 0.1 s.

## When the charge does not stabilize the state

**Fast charge.** If $\sigma=-\theta P$ holds at every moment of the sweep, then $\sigma=0$ when $P=0$, and the coercive voltages are unshifted. The ensemble gave $-1.285$ and $+1.285$ V for $\theta=0.40$, the same as without charge. Fast charge that follows the interlayer voltage instead of $P$ alone, equally for both signs, also leaves the loop centred but makes the coercive voltages slightly smaller. Such charge still reduces the depolarizing field, but it helps both states equally.

**Charge of the wrong sign.** Fixed charge from processing does not know which state will be stored. It favours one state and harms the other.

**Charge collected under a long bias.** Suppose $V>0$ is held after $P$ has been written. If the ferroelectric alone conducts, current flows until $E_f=0$, which gives

$$\sigma=c_dV-P .$$

This is positive once $V$ exceeds $P/c_d=0.565$ V. At 1.0 V it is $35.4-20.0=+15.4$ μC/cm², which destabilizes the state just written. If the interlayer alone conducts, the end point is $E_d=0$, or

$$\sigma=-P-c_fV=-22.7\ \text{μC/cm}^2 ,$$

which is more than full compensation and favours the state. If both layers conduct, a steady state needs $J_f=J_d$. The two fields then have the same sign, which must be positive because their drops add up to $V>0$. From $E_f>0$ and $E_d>0$, $\sigma$ lies between the two end points. Once $V$ exceeds $P/c_d$, its sign depends on how well each layer conducts, so a longer write pulse does not necessarily improve retention.

## How the model compares with a real capacitor

The parameters are rough values in the regime of a hafnium zirconium oxide film between titanium nitride electrodes, one of which has an oxidized surface. The film thickness, polarization and coercive field are ordinary for such films. The interlayer field is not comfortable: 5.25 MV/cm exceeds the assumed rough breakdown field of 3.0 MV/cm even before a pulse is applied. At the end of the reversing pulse the field is 9.80 MV/cm, more than three times that limit, so the numbers illustrate the mechanism and do not predict the behaviour of a working device. A real interlayer of this kind would be expected to leak, which supplies the charge but also endangers its permanence. The trapped charge corresponds to $5\times10^{13}$ electrons per cm², a high density. Their mean spacing of 1.4 nm exceeds the interlayer thickness, so the uniform sheet is an average and local fields will vary.

Real electrodes also screen imperfectly, and this changes the numbers considerably. Let each electrode have an effective screening length $\ell$, already divided by its permittivity, and let $s=t_d/\epsilon_d$. With $D_f=\epsilon_0\epsilon_fE_f+P$, the voltage sum becomes

$$\frac{D_f\ell}{\epsilon_0}+t_fE_f+\frac{(D_f+\sigma)(s+\ell)}{\epsilon_0}=V .$$

Inserting $D_f$ and collecting $E_f$ gives

$$E_f=\frac{V-[P(s+2\ell)+\sigma(s+\ell)]/\epsilon_0}{t_f+\epsilon_f(s+2\ell)} .$$

For a rough $\ell=0.010$ nm, against $s=0.025$ nm, the depolarizing field without trapped charge rises from 0.525 to 0.896 MV/cm in magnitude. With the charge it is 0.617 instead of 0.315 MV/cm. The loop shift becomes $\sigma(s+\ell)/\epsilon_0=-0.316$ V instead of $-0.226$ V. The sign of the effect survives, but its size does not: the loop shift grows by 40%, and the depolarizing field with charge nearly doubles. A given charge also compensates a smaller part of the field, because the polarization causes a further voltage drop in the far electrode.

## What to do about it

In a calculation, let $\sigma$ evolve during storage and hold it fixed during a pulse, provided that both the loss and the capture of charge are much slower than the pulse. Otherwise solve for $\sigma$ and $P$ together. For slow charge, raise the opposite write amplitude by the size of the loop shift, $|\sigma|/c_d$ with ideal electrodes, to reach the same polarization during the pulse, and check the interlayer field at that amplitude. This does not prevent the loss after the pulse. In the example the reversal is already practically complete at $-3.5$ V, and the old charge still helps to switch part of it back at 0 V.

Test retention of the opposite state as well as of the stored one. A good result for a bit that has rested in one state says little about the bit written over it.

Separate trapped charge from built-in asymmetry before blaming either. A work-function offset adds a constant to $V$: with ideal electrodes, a rough 0.1 V has the same effect on the loop as 3.5 μC/cm² of interface charge, and with the screening length used above, as 2.5 μC/cm². The offset does not change with the stored state, whereas charge attracted by $P$ does, and it changes sign if the interface can hold both signs. Store each state for the same time at zero bias and measure the loop shift quickly. If trapping is equally strong for both signs, half the difference of the two shifts is the part due to trapped charge, and their mean is the fixed part. This separation is approximate, because an offset also drives charge to the interface during storage, and that charge changes the apparent offset. It can hide the offset if it comes through the ferroelectric, or slightly enlarge it if it comes through the interlayer.

A smaller $t_d/\epsilon_d$ reduces both the depolarizing field and, at fixed $\sigma$, the imprint. With ideal electrodes both vanish as $t_d/\epsilon_d\to0$. With real ones the screening lengths set a floor, the depolarizing field stops falling once $|\sigma|$ exceeds about 97% of $P$ for the screening length used above, and thinning the interlayer also makes tunnelling faster. The main values are in the numerical output below.

## Numbers as computed

```
ferroelectric thickness: 10.0 nm
interlayer thickness: 1.0 nm
relative permittivity, ferroelectric: 30 (none)
relative permittivity, interlayer: 40 (none)
saturated P: 20.0 uC/cm2
trapped charge sigma: -8.0 uC/cm2
compensated fraction theta: 0.40 (none)
trapped electrons per area: 4.99e+13 1/cm2
mean coercive field: 1.20 MV/cm
spread of coercive field: 0.40 MV/cm
c_f: 2.66 uF/cm2
c_d: 35.42 uF/cm2
stored, no charge: E_f -0.525 MV/cm, E_d 5.25 MV/cm, electron energy -0.525 eV
stored, charge: E_f -0.315 MV/cm, E_d 3.15 MV/cm, electron energy -0.315 eV
reversed, no charge: E_f 0.525 MV/cm, E_d -5.25 MV/cm, electron energy 0.525 eV
reversed, old charge: E_f 0.735 MV/cm, E_d -7.35 MV/cm, electron energy 0.735 eV
loop shift sigma/c_d: -0.226 V
coercive voltage from formula, no charge: 1.290 V
simulated coercive voltages, no charge: -1.285 and 1.285 V
simulated coercive voltages, fixed charge: -1.510 and 1.060 V
simulated coercive voltages, following charge: -1.285 and 1.285 V
write voltage: 3.5 V
disturb voltage: -0.8 V
P after write, at 0 V: 18.4 uC/cm2
P after disturb, no charge: 8.6 uC/cm2
P after disturb, sigma < 0: 12.2 uC/cm2
P after disturb, sigma > 0: 4.8 uC/cm2
P after reversal, no charge: -18.4 uC/cm2
P after reversal, old charge: -16.6 uC/cm2
long hold bias: 1.0 V
bias limit P/c_d: 0.565 V
end sigma via ferroelectric: 15.4 uC/cm2
end sigma via interlayer: -22.7 uC/cm2
rough interlayer breakdown field: 3.0 MV/cm
E_d at end of reversing pulse: -9.80 MV/cm
trap depth (rough): 1.0 eV
tunnelling mass (rough): 1.0 electron masses
attempt rate (rough): 1e+13 1/s
pulse length: 1.0 us
elastic tunnelling time in pulse: 0.105 ns
at 300 K: lattice barrier to outlast pulse 0.237 eV, thermal emission time 6.30e+03 s
at 358 K: lattice barrier to outlast pulse 0.283 eV, thermal emission time 1.18e+01 s
electrode screening length/eps (rough): 0.010 nm
E_f with screening, no charge: -0.896 MV/cm
E_f with screening, charge: -0.617 MV/cm
loop shift with screening: -0.316 V
work-function offset (rough): 0.1 V
offset as equivalent charge: 3.54 uC/cm2
mean spacing of electrons: 1.42 nm
```
